# Offspring Variance in Multinomial, Residual and Comb Resampling: a numerical check

```python
"""
Offspring noise of three unbiased resampling schemes in diffusion Monte Carlo.

N walkers with weights w_i = exp(-tau (E_i - E_T)) are replaced by N walkers of
unit weight; walker i receives n_i copies, with mean a_i = N w_i / sum(w).
Write a_i = 1 + delta_i with |delta_i| < 1, r_i = a_i - floor(a_i), and let
N_minus be the number of walkers with delta_i < 0.  Results under test:
  multinomial  Var n_i = a_i (1 - a_i/N)             stays finite as tau -> 0
  residual     Var n_i = r_i (1 - r_i/N_minus)       stays finite if N_minus > 1
  comb         Var n_i = |delta_i| (1 - |delta_i|)   vanishes linearly in tau
Moments are obtained by enumerating all random draws, or by exact integration
over the random offset of the comb, and then compared with these formulas.
Atomic units: energy in hartree, tau in 1/hartree, length in bohr.
"""
import numpy as np
import sympy as sp
from scipy.optimize import linprog
from scipy.stats import binom


def enumerate_draws(draws, probabilities):
    """All ordered outcomes of independent draws: copy counts and probabilities."""
    size = len(probabilities)
    picks = np.indices((size,) * draws).reshape(draws, -1)
    chance = np.prod(probabilities[picks], axis=0)
    counts = np.stack([(picks == i).sum(axis=0) for i in range(size)], axis=1)
    return counts, chance


def multinomial_outcomes(a):
    return enumerate_draws(len(a), a / len(a))


def residual_outcomes(a):
    kept = np.floor(a)
    remainder = a - kept
    draws = int(round(remainder.sum()))
    counts, chance = enumerate_draws(draws, remainder / remainder.sum())
    return counts + kept, chance


def comb_outcomes(a):
    """Counts are constant between offsets at which a tooth crosses an edge."""
    size = len(a)
    edges = np.concatenate(([0.0], np.cumsum(a)))
    edges[-1] = size
    breaks = np.unique(np.concatenate(([0.0, 1.0], edges % 1.0)))
    offsets = 0.5 * (breaks[1:] + breaks[:-1])
    counts = np.array([np.histogram(np.arange(size) + u, bins=edges)[0]
                       for u in offsets])
    return counts, np.diff(breaks)


def moments(outcomes, f):
    """Mean and variance of each n_i, and variance of sum(n_i f_i)/N."""
    counts, chance = outcomes
    assert abs(chance.sum() - 1) < 1e-12
    assert np.all(counts.sum(axis=1) == len(f))
    mean = chance @ counts
    variance = chance @ (counts - mean) ** 2
    average = counts @ f / len(f)
    return mean, variance, chance @ (average - chance @ average) ** 2


def spread(p, f):
    """Variance of f under the probabilities p."""
    return p @ f**2 - (p @ f) ** 2


def least_variance(a):
    """Smallest variance of an integer variable on 0..5 with mean a."""
    n = np.arange(6.0)
    fit = linprog(n**2, A_eq=np.vstack([np.ones(6), n]), b_eq=[1.0, a],
                  bounds=(0, 1), method="highs")
    assert fit.success
    return fit.fun - a**2


# Local energy of the hydrogen trial function, from the Hamiltonian itself
r_s, z_s = sp.symbols("r zeta", positive=True)
psi = sp.exp(-z_s * r_s)
h_psi = -(sp.diff(psi, r_s, 2) + 2 * sp.diff(psi, r_s) / r_s) / 2 - psi / r_s
local_formula = -z_s**2 / 2 + (z_s - 1) / r_s
assert sp.simplify(h_psi / psi - local_formula) == 0

zeta, trial_energy = 0.9, -0.5
radius = np.array([1.25, 0.4, 4.0, 2.0, 0.8, 1.6])
energy = -zeta**2 / 2 + (zeta - 1) / radius
N = len(radius)
excess = energy - energy.mean()
mean_abs = np.abs(excess).mean()
high = excess > 0
n_high = int(high.sum())

data = {}
for tau in (2.0, 0.1, 0.01, 0.001, 0.0001):
    w = np.exp(-tau * (energy - trial_energy))
    a = N * w / w.sum()
    delta = a - 1
    assert np.all(np.abs(delta) < 1)
    n_minus = int((delta < 0).sum())
    r = a - np.floor(a)
    comb = comb_outcomes(a)
    mult_m, res_m, comb_m = [moments(o, radius) for o in
                             (multinomial_outcomes(a), residual_outcomes(a), comb)]
    for result in (mult_m, res_m, comb_m):
        assert np.allclose(result[0], a, atol=1e-11)
    assert np.allclose(mult_m[1], a * (1 - a / N), atol=1e-11)
    assert np.allclose(res_m[1], r * (1 - r / n_minus), atol=1e-11)
    assert np.allclose(comb_m[1], np.abs(delta) * (1 - np.abs(delta)), atol=1e-11)
    v_mult, v_res, v_comb = [m[1].mean() for m in (mult_m, res_m, comb_m)]
    assert abs(v_mult - (1 - (1 + np.mean(delta**2)) / N)) < 1e-11
    assert abs(v_res - ((n_minus - 1) / N + v_comb / n_minus)) < 1e-11
    # Noise of the population-average radius
    assert abs(mult_m[2] - spread(a / N, radius) / N) < 1e-11
    assert abs(res_m[2] - n_minus / N**2 * spread(r / n_minus, radius)) < 1e-11
    # Probability that the comb changes the population at all
    changed = comb[1][np.any(comb[0] != 1, axis=1)].sum()
    partial = np.concatenate(([0.0], np.cumsum(delta)))
    assert abs(changed - (partial.max() - partial.min())) < 1e-11
    assert comb_m[2] <= changed * np.ptp(radius) ** 2
    data[tau] = dict(w=w, a=a, delta=delta, r=r, n_minus=n_minus,
                     var=(mult_m[1], res_m[1], comb_m[1]),
                     V=(v_mult, v_res, v_comb),
                     F=(mult_m[2], res_m[2], comb_m[2]), changed=changed)

# The comb attains the smallest variance allowed for integer copy numbers
for tau in (2.0, 0.1):
    bound = np.array([least_variance(x) for x in data[tau]["a"]])
    assert np.allclose(bound, data[tau]["var"][2], atol=1e-8)

# Limits of small tau; the remaining differences are of first order in tau
small = 0.0001
limit_mult, limit_res = 1 - 1 / N, (n_high - 1) / N
limit_F_mult = radius.var() / N
limit_F_res = n_high / N**2 * radius[high].var()
assert np.allclose(data[small]["delta"] / small, -excess, atol=1e-5)
assert abs(data[small]["V"][0] - limit_mult) < 1e-5
assert abs(data[small]["V"][1] - limit_res) < 1e-5
assert abs(data[small]["V"][2] / small - mean_abs) < 1e-5
assert abs(data[small]["F"][0] - limit_F_mult) < 1e-4
assert abs(data[small]["F"][1] - limit_F_res) < 1e-4

# Exactly equal weights: the comb copies every walker once
assert np.all(comb_outcomes(np.ones(N))[0] == 1)

# Ancestry under repeated multinomial resampling of equal weights
population, total_time = 100, 1.0
size_axis = np.arange(population + 1)
transition = np.array([binom.pmf(size_axis, population, k / population)
                       for k in size_axis])
ancestry = []
for tau in (0.1, 0.01, 0.001):
    steps = int(round(total_time / tau))
    family = np.zeros(population + 1)
    family[1] = 1.0
    for _ in range(steps):
        family = family @ transition
    variance = family @ (size_axis - 1.0) ** 2
    law = (population - 1) * (1 - (1 - 1 / population) ** steps)
    assert abs(family @ size_axis - 1) < 1e-9
    assert abs(variance - law) < 1e-7
    ancestry.append((tau, steps, variance, population * (1 - family[0])))
assert abs(ancestry[-1][3] - 1) < 0.01

print(f"Hydrogen trial exponent zeta = {zeta} 1/bohr; E_T = {trial_energy} hartree")
print(f"Number of walkers N = {N}; with energy above the mean: {n_high}")
print(f"Mean local energy = {energy.mean():.5f} hartree")
print(f"Mean absolute deviation of local energy = {mean_abs:.6f} hartree")
d = data[0.1]
print("Walkers at tau = 0.1 1/hartree (w, a, delta, r_i dimensionless)")
print(" i  radius/bohr  E/hartree       w         a        delta      r_i")
for i in range(N):
    print(f"{i+1:2d} {radius[i]:9.2f} {energy[i]:13.5f} {d['w'][i]:10.6f}"
          f" {d['a'][i]:9.6f} {d['delta'][i]:10.6f} {d['r'][i]:9.6f}")
print(f"Sum of weights = {d['w'].sum():.6f}; N_minus = {d['n_minus']}")
print("Variance of copy number at tau = 0.1 1/hartree (dimensionless)")
print(" i  multinomial  residual     comb")
for i in range(N):
    print(f"{i+1:2d} {d['var'][0][i]:11.6f} {d['var'][1][i]:10.6f}"
          f" {d['var'][2][i]:10.6f}")
print("Average variance V per walker (dimensionless), tau in 1/hartree")
print("  tau   multinomial  residual      comb     comb V/tau (hartree)")
for tau in (0.1, 0.01, 0.001):
    v = data[tau]["V"]
    print(f"{tau:6.3f} {v[0]:11.6f} {v[1]:10.6f} {v[2]:12.8f} {v[2]/tau:12.6f}")
print(f"Limits tau->0: multinomial {limit_mult:.6f}, residual {limit_res:.6f}, comb 0")
print("Variance of population-average radius (bohr^2); comb change probability")
print("  tau   multinomial  residual      comb     P(change)")
for tau in (0.1, 0.01, 0.001):
    F = data[tau]["F"]
    print(f"{tau:6.3f} {F[0]:11.6f} {F[1]:10.6f} {F[2]:12.8f}"
          f" {data[tau]['changed']:11.7f}")
print(f"Limits tau->0: multinomial {limit_F_mult:.6f}, residual {limit_F_res:.6f} bohr^2")
print(f"Equal weights, {population} walkers, total time {total_time} 1/hartree, multinomial")
print("  tau   steps  variance of family size  mean surviving ancestors")
for tau, steps, variance, survivors in ancestry:
    print(f"{tau:6.3f} {steps:6d} {variance:16.4f} {survivors:22.4f}")
print("checks complete")
```

Printed output:

```
Hydrogen trial exponent zeta = 0.9 1/bohr; E_T = -0.5 hartree
Number of walkers N = 6; with energy above the mean: 4
Mean local energy = -0.50375 hartree
Mean absolute deviation of local energy = 0.059167 hartree
Walkers at tau = 0.1 1/hartree (w, a, delta, r_i dimensionless)
 i  radius/bohr  E/hartree       w         a        delta      r_i
 1      1.25      -0.48500   0.998501  0.998099  -0.001901  0.998099
 2      0.40      -0.65500   1.015621  1.015212   0.015212  0.015212
 3      4.00      -0.43000   0.993024  0.992625  -0.007375  0.992625
 4      2.00      -0.45500   0.995510  0.995109  -0.004891  0.995109
 5      0.80      -0.53000   1.003005  1.002601   0.002601  0.002601
 6      1.60      -0.46750   0.996755  0.996354  -0.003646  0.996354
Sum of weights = 6.002416; N_minus = 4
Variance of copy number at tau = 0.1 1/hartree (dimensionless)
 i  multinomial  residual     comb
 1    0.832066   0.749049   0.001897
 2    0.843436   0.015154   0.014981
 3    0.828407   0.746299   0.007321
 4    0.830069   0.747549   0.004867
 5    0.835066   0.002599   0.002594
 6    0.830900   0.748174   0.003633
Average variance V per walker (dimensionless), tau in 1/hartree
  tau   multinomial  residual      comb     comb V/tau (hartree)
 0.100    0.833324   0.501470   0.00588199     0.058820
 0.010    0.833333   0.500148   0.00059132     0.059132
 0.001    0.833333   0.500015   0.00005916     0.059163
Limits tau->0: multinomial 0.833333, residual 0.500000, comb 0
Variance of population-average radius (bohr^2); comb change probability
  tau   multinomial  residual      comb     P(change)
 0.100    0.224291   0.126937   0.00327106   0.0152119
 0.010    0.224648   0.126241   0.00033085   0.0015134
 0.001    0.224684   0.126171   0.00003312   0.0001513
Limits tau->0: multinomial 0.224688, residual 0.126163 bohr^2
Equal weights, 100 walkers, total time 1.0 1/hartree, multinomial
  tau   steps  variance of family size  mean surviving ancestors
 0.100     10           9.4662                16.1389
 0.010    100          62.7628                 2.3044
 0.001   1000          98.9957                 1.0001
checks complete
```
